# Why LSDA Bends the Energy of a Fractionally Occupied Hydrogenic Atom: test program

```python
"""
Energy of a one-electron atom with fractional occupation f of one spin orbital.
Result under test (hartree atomic units, nuclear charge Z):
  exact ensemble and Hartree-Fock:  E(f) = -f Z^2/2   (straight line)
  LSDA:  dE/df = orbital energy (Janak), and at fixed orbital, exchange only,
         d2E/df2 = 2 U - (4/9) |Ex| f^(-2/3)
so LSDA is concave at small f and convex at larger f.
  U  = Hartree energy of the unit-occupied orbital density
  Ex = local spin-polarized exchange energy of that density
Correlation, where included, is the Perdew-Wang local functional from libxc.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq, linprog
from scipy.special import eval_genlaguerre
from pyscf import gto, dft
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def local_xc(density, correlation):
    """Energy per electron and potential of a fully polarized density."""
    energy = -0.75 * (6 * density / np.pi) ** (1 / 3)
    potential = 4 * energy / 3
    if correlation:
        spins = np.array([density, np.zeros_like(density)])
        ec, vc = libxc.eval_xc(",LDA_C_PW", spins, spin=1, deriv=1)[:2]
        energy = energy + ec
        potential = potential + vc[0][:, 0]
    return energy, potential


class RadialAtom:
    """s states u(r) = r R(r) in an orthonormal Laguerre basis."""

    def __init__(self, Z, size=28, points=300):
        self.Z = Z
        t, w = np.polynomial.legendre.leggauss(points)
        t = (t + 1) / 2
        self.r = r = 100 / Z * t**2
        self.w = w / 2 * 200 / Z * t
        x = 2 * Z * r
        rows, slopes = [], []
        for k in range(size):
            norm = np.sqrt((2 * Z) ** 3 / ((k + 1) * (k + 2)))
            lag = eval_genlaguerre(k, 2, x)
            dlag = -eval_genlaguerre(k - 1, 3, x) if k > 0 else 0 * x
            decay = norm * np.exp(-Z * r)
            rows.append(decay * r * lag)
            slopes.append(decay * (lag + x * dlag - Z * r * lag))
        self.B = np.array(rows)
        slopes = np.array(slopes)
        self.stiffness = (slopes * self.w) @ slopes.T
        self.h = self.stiffness / 2 - self.matrix(Z / r)
        self.c_1s = np.linalg.eigh(self.h)[1][:, 0]

    def matrix(self, v):
        return (self.B * (self.w * v)) @ self.B.T

    def hartree_potential(self, radial_density):
        """Poisson equation for r*V, with the far charge split off."""
        charge = self.w @ radial_density
        b = 2 * self.Z
        source = radial_density / self.r - charge * b**2 * np.exp(-b * self.r)
        coef = np.linalg.solve(self.stiffness, self.B @ (self.w * source))
        return (-charge * np.expm1(-b * self.r) + coef @ self.B) / self.r

    def energy(self, f, c, correlation):
        """LSDA energy functional evaluated on the density f*|orbital|^2."""
        radial = f * (c @ self.B) ** 2
        exc = local_xc(radial / (4 * np.pi * self.r**2), correlation)[0]
        vh = self.hartree_potential(radial)
        return f * (c @ self.h @ c) + self.w @ (radial * (vh / 2 + exc))

    def solve(self, f, correlation):
        """Self-consistent energy, orbital energy and orbital."""
        u2 = (self.c_1s @ self.B) ** 2
        for _ in range(400):
            vxc = local_xc(f * u2 / (4 * np.pi * self.r**2), correlation)[1]
            v = self.hartree_potential(f * u2) + vxc
            levels, vectors = np.linalg.eigh(self.h + self.matrix(v))
            c = vectors[:, 0]
            change = (c @ self.B) ** 2 - u2
            if np.max(np.abs(change)) < 1e-11 * self.Z:
                return self.energy(f, c, correlation), levels[0], c
            u2 = u2 + 0.6 * change
        raise AssertionError("self-consistency not reached")

    def relaxed_curvature(self, f, correlation):
        d = min(2e-3, 0.02 * f)
        up = self.solve(f + d, correlation)[1]
        down = self.solve(f - d, correlation)[1]
        return (up - down) / (2 * d)

    def fixed_curvature(self, f, c, correlation):
        d = 0.01 * f
        e = [self.energy(g, c, correlation) for g in (f - d, f, f + d)]
        return (e[0] - 2 * e[1] + e[2]) / d**2


# Gaussian integrals for the exact and Hartree-Fock tests
def gaussian_atom(symbol, spin):
    shells = [[0, [0.03 * 2.2**k, 1.0]] for k in range(13)]
    return gto.M(atom=symbol + " 0 0 0", basis={symbol: shells},
                 spin=spin, verbose=0)


def orthonormal_integrals(mol):
    s, vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
    X = vec / np.sqrt(s)
    T = X.T @ mol.intor("int1e_kin") @ X
    V = X.T @ mol.intor("int1e_nuc") @ X
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                    X, X, X, X, optimize=True)
    return T, V, eri


def hartree_fock(T, V, eri, occupations):
    """Unrestricted Hartree-Fock, one orbital per spin, given occupations."""
    h = T + V
    start = np.linalg.eigh(T + 0.7 * V)[1][:, 0]   # deliberately distorted
    D = [f * np.outer(start, start) for f in occupations]
    for _ in range(1000):
        J = np.einsum("ijkl,kl->ij", eri, D[0] + D[1])
        K = [np.einsum("ikjl,kl->ij", eri, d) for d in D]
        new = []
        for f, k in zip(occupations, K):
            c = np.linalg.eigh(h + J - k)[1][:, 0]
            new.append(f * np.outer(c, c))
        change = max(np.max(np.abs(a - b)) for a, b in zip(new, D))
        D = new
        if change < 1e-9:
            break
    else:
        raise AssertionError("Hartree-Fock not converged")
    total = D[0] + D[1]
    J = np.einsum("ijkl,kl->ij", eri, total)
    exchange = sum(np.sum(np.einsum("ikjl,kl->ij", eri, d) * d) for d in D)
    return np.sum(h * total) + 0.5 * np.sum(J * total) - 0.5 * exchange


mol_H = gaussian_atom("H", 1)
T, V, eri = orthonormal_integrals(mol_H)
n = len(T)
E1 = np.linalg.eigvalsh(T + V)[0]
two_electron = (np.kron(T + V, np.eye(n)) + np.kron(np.eye(n), T + V)
                + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n))
E2 = eigh(two_electron, eigvals_only=True, subset_by_index=[0, 0])[0]
assert abs(E1 + 0.5) < 1e-4 and E2 > 2 * E1
hf_values = {}
for f in (0.25, 0.5, 0.75, 1.0):
    best = linprog([0, E1, E2], A_eq=[[1, 1, 1], [0, 1, 2]], b_eq=[1, f],
                   bounds=[(0, 1)] * 3)
    assert best.success and abs(best.fun - f * E1) < 1e-8
    hf_values[f] = hartree_fock(T, V, eri, (f, 0.0))
    assert abs(hf_values[f] - f * E1) < 1e-8

# Hartree-Fock for the second electron of helium: relaxation bends the line
he = orthonormal_integrals(gaussian_atom("He", 0))
he_E = np.array([hartree_fock(*he, (1.0, f)) for f in np.linspace(0, 1, 5)])
assert np.all(np.diff(he_E, 2) < -1e-5)

# Hydrogenic integrals: numerical quadrature against closed forms
for Z in (1, 3):
    a = RadialAtom(Z)
    rad = (a.c_1s @ a.B) ** 2
    U_num = 0.5 * a.w @ (rad * a.hartree_potential(rad))
    Ex_num = a.w @ (rad * local_xc(rad / (4 * np.pi * a.r**2), False)[0])
    assert abs(U_num - 5 * Z / 16) < 1e-8
    assert abs(Ex_num + 81 / 256 * (6 / np.pi**2) ** (1 / 3) * Z) < 1e-8

atom = RadialAtom(1)
U = 5 / 16
X = 81 / 256 * (6 / np.pi**2) ** (1 / 3)      # |Ex| of hydrogen


def curvature_formula(f):
    return 2 * U - 4 / 9 * X * f ** (-2 / 3)


# Fixed-orbital curvature, sign of the correlation part, special occupations
for f in (0.02, 0.1, 0.25, 0.5, 0.75, 1.0):
    numeric = atom.fixed_curvature(f, atom.c_1s, False)
    assert abs(numeric - curvature_formula(f)) < 1e-4
    assert atom.fixed_curvature(f, atom.c_1s, True) < numeric
f_inflect = (2 * X / (9 * U)) ** 1.5
root = brentq(lambda f: atom.fixed_curvature(f, atom.c_1s, False), 0.02, 0.7)
assert abs(root - f_inflect) < 1e-4
f_cross = (X / U) ** 1.5
root = brentq(lambda f: atom.energy(f, atom.c_1s, False) + f / 2, 0.3, 1.0)
assert abs(root - f_cross) < 1e-6

# Self-consistent LSDA: basis convergence and an independent Gaussian result
E_full, eps_full, _ = atom.solve(1.0, True)
E_x, eps_x, _ = atom.solve(1.0, False)
assert abs(RadialAtom(1, size=21).solve(1.0, True)[0] - E_full) < 1e-7
ks = dft.UKS(mol_H)
ks.xc = "LDA_X,LDA_C_PW"
E_gauss = ks.kernel()
assert ks.converged and abs(E_gauss - E_full) < 1e-4

# Janak's theorem and the bound on curvature from orbital relaxation
table = []
janak_error = 0.0
for f in (0.02, 0.1, 0.25, 0.5, 0.75, 0.95):
    for corr in (False, True):
        E, eps, c = atom.solve(f, corr)
        d = 0.005 * f
        slope = (atom.solve(f + d, corr)[0] - atom.solve(f - d, corr)[0])
        slope /= 2 * d
        janak_error = max(janak_error, abs(slope - eps))
        curv = atom.relaxed_curvature(f, corr)
        bound = atom.fixed_curvature(f, c, corr)
        assert curv < bound
        if corr:
            assert E < f * E_full          # below its own chord
            table.append((f, -f / 2, E, eps, curv, bound))
assert janak_error < 1e-5
inflect_x = brentq(lambda f: atom.relaxed_curvature(f, False),
                   0.02, 0.7, xtol=1e-6)
inflect_xc = brentq(lambda f: atom.relaxed_curvature(f, True),
                    0.02, 0.7, xtol=1e-6)
assert f_inflect < inflect_x < inflect_xc

# Leading small-f law of the self-consistent exchange-only orbital energy
tiny = 1e-6
small_f = (atom.solve(tiny, False)[1] + 0.5) / tiny ** (1 / 3)
assert abs(small_f / (-4 * X / 3) - 1) < 0.03

# Large Z: relaxed minus fixed-1s curvature tends to a constant, predicted by
# second-order sums over the excited s states of hydrogen (exchange only)
levels, states = np.linalg.eigh(atom.h)
rad = (atom.c_1s @ atom.B) ** 2
v_hartree = atom.hartree_potential(rad)
v_exchange = local_xc(rad / (4 * np.pi * atom.r**2), False)[1]
to_h = (states.T @ atom.matrix(v_hartree) @ states[:, 0])[1:]
to_x = (states.T @ atom.matrix(v_exchange) @ states[:, 0])[1:]
gaps = levels[1:] - levels[0]
sum_hh = np.sum(to_h**2 / gaps)
sum_hx = np.sum(to_h * to_x / gaps)
sum_xx = np.sum(to_x**2 / gaps)


def limit_formula(f):
    return -(6 * sum_hh * f + 56 / 9 * sum_hx * f ** (1 / 3)
             + 10 / 9 * sum_xx * f ** (-1 / 3))


charges = (1, 4, 16, 32)
ions = {Z: RadialAtom(Z) for Z in charges}
relaxed_at = {}
shift = {}
for f in (0.25, 0.5, 0.95):
    for Z in charges:
        relaxed_at[f, Z] = ions[Z].relaxed_curvature(f, False)
        shift[f, Z] = relaxed_at[f, Z] - Z * curvature_formula(f)
    # absolute limits, since the constant itself may be close to zero
    assert abs(shift[f, 32] - shift[f, 16]) < 0.01
    extrapolated = 2 * shift[f, 32] - shift[f, 16]   # removes the 1/Z term
    assert abs(extrapolated - limit_formula(f)) < 1e-3

print("Hydrogen, Z = 1; energies in hartree unless stated")
print(f"U = {U:.6f}   Ex = {-X:.6f}")
print(f"E(2 electrons), s-only Gaussian basis = {E2:.5f}")
print("Hartree-Fock in Gaussian basis:")
for f, e in hf_values.items():
    print(f"  f = {f:.2f}  E = {e:.6f}  E/f = {e / f:.6f}")
print("Fixed 1s orbital, exchange only:")
print(f"  energy error at f=1, U+Ex = {U - X:.6f}")
print(f"  slope error at f=1, 2U+4Ex/3 = {2 * U - 4 * X / 3:.6f}")
print(f"  ratio slope error/energy error = {(2*U - 4*X/3)/(U - X):.3f}")
print(f"  inflection at f = {f_inflect:.4f}")
print(f"  crosses exact line at f = {f_cross:.4f}")
for f in (0.02, 0.1, 0.25, 0.5, 0.75, 1.0):
    with_c = atom.fixed_curvature(f, atom.c_1s, True)
    print(f"  f = {f:.2f}  curvature x: {curvature_formula(f):.4f}"
          f"  x+c: {with_c:.4f}")
print("Self-consistent LSDA with correlation (last column: curvature")
print("with the relaxed orbital of that f held fixed):")
print("  f     E exact    E LSDA     orb.energy  curvature  fixed-orb.")
for f, ex, E, eps, curv, bound in table:
    print(f"  {f:.2f}  {ex:.5f}   {E:.5f}   {eps:.5f}    {curv:.4f}"
          f"    {bound:.4f}")
print(f"  f=1: E = {E_full:.5f}, orbital energy = {eps_full:.5f}")
print(f"  f=1: E = {E_full * HARTREE_EV:.3f} eV,"
      f" orbital energy = {eps_full * HARTREE_EV:.3f} eV")
print(f"  f=1 errors: energy {E_full + 0.5:.5f}, slope {eps_full + 0.5:.5f}")
half = [row for row in table if row[0] == 0.5][0]
print(f"  E(0.5) minus own chord = {half[2] - E_full / 2:.5f}")
print(f"  Gaussian-basis check, E(1) = {E_gauss:.5f}")
print(f"Exchange only, f=1: E = {E_x:.5f}, orbital energy = {eps_x:.5f}")
print(f"Relaxed inflection: x {inflect_x:.4f}, x+c {inflect_xc:.4f}")
print(f"Largest Janak mismatch = {janak_error:.1e}")
print(f"(eps+1/2)/f^(1/3) at f=1e-6: {small_f:.5f}; 4Ex/3 = {-4*X/3:.5f}")
print("Exchange-only curvature at f = 0.5:")
for Z in charges:
    print(f"  Z = {Z:2d}  fixed 1s {Z * curvature_formula(0.5):.4f}"
          f"  relaxed {relaxed_at[0.5, Z]:.4f}")
print(f"Second-order sums: HH {sum_hh:.5f}, HX {sum_hx:.5f},"
      f" XX {sum_xx:.5f}")
print("Relaxed minus fixed-1s curvature, Z = 1, 4, 16, 32; limit:")
for f in (0.25, 0.5, 0.95):
    row = "  ".join(f"{shift[f, Z]:.4f}" for Z in charges)
    print(f"  f = {f:.2f}  {row};  {limit_formula(f):.4f}")
print("Helium, Hartree-Fock, second electron:")
print(f"  E(f=0) = {he_E[0]:.5f}, E(0.5) = {he_E[2]:.5f},"
      f" E(1) = {he_E[4]:.5f}")
print(f"  E(0.5) minus chord = {he_E[2] - (he_E[0] + he_E[4]) / 2:.5f}")
print("no test failed")
```

Printed output:

```
Hydrogen, Z = 1; energies in hartree unless stated
U = 0.312500   Ex = -0.268037
E(2 electrons), s-only Gaussian basis = -0.51266
Hartree-Fock in Gaussian basis:
  f = 0.25  E = -0.124999  E/f = -0.499997
  f = 0.50  E = -0.249999  E/f = -0.499997
  f = 0.75  E = -0.374998  E/f = -0.499997
  f = 1.00  E = -0.499997  E/f = -0.499997
Fixed 1s orbital, exchange only:
  energy error at f=1, U+Ex = 0.044463
  slope error at f=1, 2U+4Ex/3 = 0.267617
  ratio slope error/energy error = 6.019
  inflection at f = 0.0832
  crosses exact line at f = 0.7944
  f = 0.02  curvature x: -0.9918  x+c: -1.1149
  f = 0.10  curvature x: 0.0721  x+c: 0.0429
  f = 0.25  curvature x: 0.3248  x+c: 0.3121
  f = 0.50  curvature x: 0.4359  x+c: 0.4292
  f = 0.75  curvature x: 0.4807  x+c: 0.4761
  f = 1.00  curvature x: 0.5059  x+c: 0.5024
Self-consistent LSDA with correlation (last column: curvature
with the relaxed orbital of that f held fixed):
  f     E exact    E LSDA     orb.energy  curvature  fixed-orb.
  0.02  -0.01000   -0.01162   -0.60263    -1.2165    -1.1971
  0.10  -0.05000   -0.06141   -0.62814    0.0496    0.0509
  0.25  -0.12500   -0.15349   -0.59263    0.3455    0.3477
  0.50  -0.25000   -0.28936   -0.49047    0.4432    0.4599
  0.75  -0.37500   -0.39796   -0.37813    0.4479    0.4839
  0.95  -0.47500   -0.46473   -0.29027    0.4284    0.4816
  f=1: E = -0.47871, orbital energy = -0.26902
  f=1: E = -13.026 eV, orbital energy = -7.320 eV
  f=1 errors: energy 0.02129, slope 0.23098
  E(0.5) minus own chord = -0.05000
  Gaussian-basis check, E(1) = -0.47871
Exchange only, f=1: E = -0.45708, orbital energy = -0.24693
Relaxed inflection: x 0.0835, x+c 0.0898
Largest Janak mismatch = 5.2e-07
(eps+1/2)/f^(1/3) at f=1e-6: -0.35798; 4Ex/3 = -0.35738
Exchange-only curvature at f = 0.5:
  Z =  1  fixed 1s 0.4359  relaxed 0.4450
  Z =  4  fixed 1s 1.7436  relaxed 1.7527
  Z = 16  fixed 1s 6.9743  relaxed 6.9834
  Z = 32  fixed 1s 13.9487  relaxed 13.9578
Second-order sums: HH 0.05550, HX -0.04675, XX 0.03949
Relaxed minus fixed-1s curvature, Z = 1, 4, 16, 32; limit:
  f = 0.25  0.0304  0.0303  0.0303  0.0302;  0.0304
  f = 0.50  0.0091  0.0091  0.0091  0.0091;  0.0091
  f = 0.95  -0.0769  -0.0754  -0.0751  -0.0751;  -0.0750
Helium, Hartree-Fock, second electron:
  E(f=0) = -1.99992, E(0.5) = -2.41897, E(1) = -2.86156
  E(0.5) minus chord = 0.01177
no test failed
```
